Imprint and state retention in a short-circuited ferroelectric with an ohmic interlayer, part 2

A ferroelectric (thickness d_f, linear non-switching permittivity ε_f) lies against a leaky interlayer (d_i, ε_i, conductivity σ_i) between two electrodes. During short-circuited storage, slow charge s collects at their interface and shifts the hysteresis loop along the voltage axis. This is imprint. Fields E_f and E_i are positive from ferroelectric to interlayer; the layer voltages V_f = E_f d_f and V_i = E_i d_i add to the applied voltage. Charges, capacitances and conductances are per unit area:

C_f = ε_f/d_f,  C_i = ε_i/d_i,  G_i = σ_i/d_i.

The net polarization charge p is the switched polarization plus fast screening charge; in storage it is constant at P > 0, or −P for the opposite state. At the coercive field E_c, p = 0.

(A5) Writing and loop measurement are short compared with the imprint time.

(A6) During a loop, the polarization and the fast charge depend on the history of the field E_f alone, and not separately on s. The two stored states carry opposite net polarization charges.

Under short circuit, with an insulating ferroelectric,

V_i = (P + s)/(C_f + C_i),  E_f = −V_i/d_f.   (2)

ds/dt = −G_i V_i.   (3)

**Theorem.** After P is written at t = 0 with s = 0 and the terminals are shorted, a fast loop at time t is shifted by

V_imp(t) = −(P/C_i) [1 − exp(−t/τ)],

τ = (C_f + C_i)/G_i.

For frozen s, the shift is s/C_i and the coercive voltages are

V_c± = ±V_c0 + s/C_i,  V_c0 = E_c d_f (1 + C_f/C_i).   (6)

Also,

r = (P/C_i)/V_c0 = P/[(C_f + C_i) E_c d_f].   (7)

**Corollary 1.** If −P is quickly written after storage for t, its initial depolarizing field has magnitude

E_opp(t) = P [2 − exp(−t/τ)]/[(C_f + C_i) d_f].

After full imprint (s = −P), full retention of the opposite state requires r < 1/2 for a rectangular loop, and once it is rewritten the loop shift passes through zero after τ ln 2.

**Corollary 2 (leaky ferroelectric).** If the ferroelectric has an ohmic conductance G_f = σ_f/d_f, the time constant under short circuit becomes

τ' = (C_f + C_i)/(G_f + G_i),

and the final imprint is unchanged.

Proof. A current G_f V_f now enters the interface from the ferroelectric, so ds/dt = G_f V_f − G_i V_i. Short circuit means V_f = −V_i, hence

ds/dt = −(G_f + G_i) V_i = −(G_f + G_i)(P + s)/(C_f + C_i).

The equation has its former shape with a larger conductance. Its stationary point is again s = −P, where both voltages vanish. ∎

**Corollary 3 (open terminals).** If the ferroelectric is insulating and the terminals are disconnected just after writing and short-circuiting, the interlayer voltage decays with the time constant C_i/G_i, and the depolarizing field does not decay.

Proof. With no external current, the sum of displacement and conduction current is zero in each layer. In the ferroelectric, where P is constant and nothing conducts, ε_f dE_f/dt = 0. In the interlayer, ε_i dE_i/dt + σ_i E_i = 0. Since E_i = V_i/d_i, this is C_i dV_i/dt = −G_i V_i. ∎

The imprint differs too. Integrating ds/dt = −G_i V_i over the whole decay, from V_i = P/(C_f + C_i) to zero, gives s = −C_i P/(C_f + C_i). The loop shift is s/C_i = −P/(C_f + C_i), smaller than under short circuit. A retention test with floating terminals therefore measures a different process.

**Worked example**

Take hafnium zirconium oxide, 10 nm thick with relative permittivity 30, on 5 nm of defect-rich alumina with relative permittivity 8 and conductivity 1.0 × 10⁻¹⁴ S/cm at 358 K. Let the net polarization charge be P = 1.00 μC/cm² and the coercive field 1.00 MV/cm. The capacitances and the conductance are

C_f = 2.656 μF/cm²,  C_i = 1.417 μF/cm²,
G_i = (1.0 × 10⁻¹⁴ S/cm)/(5 × 10⁻⁷ cm) = 2.0 × 10⁻⁸ S/cm².

Their sum is 4.073 μF/cm², and

τ = (4.073 × 10⁻⁶ F/cm²)/(2.0 × 10⁻⁸ S/cm²) = 204 s = 3.4 min.

With open terminals the time constant would be 71 s. Just after writing, the interlayer voltage is

V_i = (1.00 μC/cm²)/(4.073 μF/cm²) = 0.246 V.

Division by the thicknesses gives 0.49 MV/cm in the interlayer and a depolarizing field of 0.25 MV/cm. The final imprint is

−P/C_i = −(1.00 μC/cm²)/(1.417 μF/cm²) = −0.706 V.

Since E_c d_f = 1.00 V, the coercive voltage without slow charge is

V_c0 = 1.00 V × (1 + 2.656/1.417) = 2.875 V.

The imprint develops as follows:

after 60 s: −0.180 V, with coercive voltages −3.06 V and 2.69 V;
after 204 s: −0.446 V, with −3.32 V and 2.43 V;
after 600 s: −0.669 V, with −3.54 V and 2.21 V;
after 3600 s: −0.706 V, with −3.58 V and 2.17 V.

The ratio r is 0.706/2.875 = 0.25, equal to the depolarizing field over the coercive field, as equation (7) requires. It lies below 1/2. After full imprint, the opposite state starts with a depolarizing field of 0.49 MV/cm, and its loop shift passes through zero 141 s after rewriting.

**Numerical test of the algebra.** The stack was divided into ten cells per layer. The initial fields came from a discrete Poisson equation, and their evolution from the requirement that displacement plus conduction current be the same in every cell. Neither step used the rate equation for s. The charge found at 0.2τ, τ and 3τ was placed in a loop with the branches p = P tanh[(E_f ∓ E_c)/(0.25 MV/cm)]. Voltages were compared at p = 0 and p = P/2 on both branches. The largest departure from the theorem's shift was 1.3 × 10⁻¹¹ V. The same cell evolution reproduced the field of Corollary 1 after storage for 0.7τ and 30τ, and the interlayer fields of Corollaries 2 and 3 at t = τ, to a relative accuracy of 10⁻⁷. For Corollary 2 the ferroelectric conductivities were 10⁻¹⁵ and 10⁻¹⁴ S/cm. These tests confirm the consequences of the assumptions, not the assumptions themselves.

**Where a real capacitor departs from the model**

The ferroelectric's thickness, permittivity and coercive field are roughly typical of hafnium zirconium oxide memory capacitors. The alumina is thicker than an unintended interface layer, which is nearer 1 nm. Its conductivity is an assumed value for a poor film; a better insulator lengthens τ in inverse proportion. The net charge of 1 μC/cm² is also assumed, and is only 5 % of a rough switched polarization of 20 μC/cm². Without fast screening, the full polarization would create a depolarizing field of 4.9 MV/cm, almost five times the coercive field. It would switch back until only about 4 μC/cm² remained. Real devices most clearly break the assumption of ohmic conduction with slow charge frozen during writing. At 4 V the interlayer field would already be 5.7 MV/cm with p = P, even though this net charge is small. In the tanh loop of the numerical test, 4 V does not even complete the write. Reaching 99 % of P takes about 5.5 V without slow charge, and about 6.2 V in magnitude for the opposite state after full imprint. The interlayer fields are then 7.6 and 9.0 MV/cm, within the very rough breakdown range of alumina, 5 to 10 MV/cm. The example therefore illustrates the formulas and is not a practical device design. It is a conjecture that injection at such fields supplies the fast screening. If the same injection removes a fraction of the slow charge before the loop reaches either coercive voltage, the measured shift falls by that fraction. If the charge is removed between the two coercive points, the shift falls by less. The fraction is close to one if a field-driven current through the interlayer supplies all the screening, about 38 μC/cm² per reversal. With a switched polarization of 20 μC/cm² and the hopping law given below, a 1 ms loop to ±6.2 V does not reverse the imprinted state. With a current 100 times larger it does, but the net charge left after writing is then about −1.3 μC/cm², opposite in sign to the polarization. The shift after full imprint is then about 0.01 V, where the theorem would give 0.9 V. The theorem therefore needs a fast screening that is not driven by E_i, as A6 assumes.

Leakage of the ferroelectric. A conductivity of 10⁻¹⁵ S/cm lowers τ from 204 s to 194 s. If both layers have the same conductivity, τ falls to 136 s. Hafnium zirconium oxide films can leak more than this, and Corollary 2 then gives a still shorter time.

Non-ohmic hopping. For hops of length a, the field lowers the barrier by e a E_i/2 in one direction and raises it by as much in the other. The net current is proportional to sinh x, with x = e a E_i/(2kT), and the ohmic law is its limit for small x. In storage x is proportional to V_i, so that dx/dt = −(sinh x)/τ. The time for the field to fall to 1/e of its initial value x₀ is therefore

t = τ ∫ dx/sinh x, taken from x₀/e to x₀.

For a = 1 nm the initial current is 11 % above the ohmic value, and this time is 0.96τ. In storage the correction is small. At the much higher fields of a saturating loop it is not. After full imprint, a triangular loop of 1 ms to ±6.2 V, begun towards negative voltage, would remove about 18 % of the slow charge under this law. The midpoint of its two coercive voltages would lie at −0.62 V instead of −0.71 V. The same loop begun without slow charge would have its midpoint at +0.04 V, so the shift between the two loops would be −0.66 V. A triangular write pulse of 1 ms to 5.5 V would also leave a slow charge of about −0.06 μC/cm², where the theorem assumes none. For pulses and loops of 10 μs these changes are negligible. At the peak field of 9 MV/cm the barrier lowering e a E_i/2 is 0.45 eV, close to the activation energy of 0.5 eV assumed below, so these loop figures are only indicative.

Poole–Frenkel emission. If the charge must instead escape from isolated charged traps, the field lowers the Coulomb barrier by √[e³E_i/(π ε_opt)]. With ε_opt equal to 3 times the vacuum permittivity this is 0.31 eV, and emission along the initial field is about 2 × 10⁴ times faster than at zero field. Averaged over all directions of escape, the factor is about 2 × 10³. The decay would then not be exponential at first: with the averaged factor, the field would fall to 1/e of its initial value in about 0.0055τ. The time constant τ, taken from the conductivity at low field, would describe only the late stage. The barrier top lies 3.1 nm from the trap. For traps about 1 nm apart, a carrier reaches a neighbour before it reaches that top, so hopping is the more suitable picture. Which case holds depends on the trap density of the film. This is a serious reservation about the ohmic law here.

Tunnelling. A carrier at a depth W = 2.5 eV, with tunnelling mass m equal to 0.3 electron masses and attempt rate 10¹³ s⁻¹, crosses the interlayer in about exp(2κd_i)/(10¹³ s⁻¹), where κ = √(2mW)/ħ. For a flat barrier the result is 1.9 × 10⁶ s, with an exponential factor of 1.9 × 10¹⁹. The initial field tilts the barrier. This shortens the time about threefold if W is the barrier where the carrier starts, and lengthens it about threefold if W is the depth of the trap that receives it. Either way it stays far longer than τ. For a 3 nm layer with the same trap, the exponent shrinks by 3/5 and the factor becomes (1.9 × 10¹⁹)^0.6 ≈ 4 × 10¹¹, which gives about 0.04 s, again for a flat barrier. Under these trap parameters the ohmic theorem does not apply to the thinner layer, and still less to an unintended interface layer of about 1 nm, for which the same estimate gives less than 1 ns.

Back-switching. Suppose the coercive fields have a Gaussian spread with standard deviation 0.25 MV/cm around 1.00 MV/cm. The depolarizing field then reverses the weakest regions. Each reversal changes the polarization by twice its local value, and this in turn reduces the field. Solving for both together, with no new fast screening, gives a loss of 0.04 μC/cm² in the stored state, 4 % of P. With the slow charge at its full value −P, the opposite state loses 0.35 μC/cm², and its depolarizing field falls from 0.49 to 0.41 MV/cm. In this estimate the doubled field of Corollary 1 is an upper value, and the reduction is paid for with lost polarization.

Position of the charge. If the same slow charge lies a distance y inside the interlayer, then at fixed E_f its extra field s/ε_i extends only over d_i − y, and the shift is s(d_i − y)/ε_i. For y = 0.5 nm the shift is 10 % smaller. If the charge cannot pass closer to the interface than y, it also stops short of −P. It saturates when the field in the outer part vanishes, at s = −P C_y/(C_f + C_y) with C_y = ε_i/y. For y = 0.5 nm this is −0.84P, the final shift is −0.535 V, 24 % smaller, and a depolarizing field of 0.06 MV/cm remains.

Duration and temperature. A loop of 1 ms lasts 5 × 10⁻⁶ of τ, so A5 holds well for the ohmic current. If the conductivity has an activation energy of 0.5 eV and all else is held fixed, cooling from 358 K to 298 K lengthens τ from 204 s to about 5300 s. In this model a bake accelerates imprint without changing its final size, as long as P and the permittivities do not change with temperature. Measured imprint in ferroelectric capacitors usually grows roughly as the logarithm of storage time over many decades. A single time constant does not reproduce this, so the exponential law is a property of the ohmic model and not a rule for devices.

Computed results

```
ferroelectric: thickness 10.0 nm, relative permittivity 30
interlayer: thickness 5.0 nm, relative permittivity 8
interlayer conductivity: 1.0e-14 S/cm
storage temperature: 358 K
net polarization charge P: 1.00 uC/cm2
full switched polarization (rough): 20 uC/cm2
coercive field (rough): 1.00 MV/cm
C_f: 2.656 uF/cm2
C_i: 1.417 uF/cm2
C_f + C_i: 4.073 uF/cm2
G_i: 2.00e-08 S/cm2
time constant tau: 203.6 s = 3.39 min
open-terminal time constant C_i/G_i: 70.8 s
initial interlayer voltage: 0.2455 V
initial interlayer field: 0.491 MV/cm
initial depolarizing field magnitude: 0.246 MV/cm
final imprint voltage: -0.7059 V
coercive voltages without imprint: +/- 2.875 V
t = 60.0 s: imprint -0.1801 V, coercive voltages -3.055 and 2.695 V
t = 203.6 s: imprint -0.4462 V, coercive voltages -3.321 and 2.429 V
t = 600.0 s: imprint -0.6688 V, coercive voltages -3.544 and 2.206 V
t = 3600.0 s: imprint -0.7059 V, coercive voltages -3.581 and 2.169 V
largest loop-shift error in tests: 1.3e-11 V
opposite-state field, full imprint: 0.491 MV/cm
zero crossing after rewriting, tau ln 2: 141.2 s
interlayer field without fast screening: 9.82 MV/cm
interlayer field at 4 V write, net P: 5.71 MV/cm
assumed ferroelectric conductivity: 1.0e-15 S/cm
tau with this leakage: 193.9 s
tau if both conductivities are equal: 135.8 s
hop length: 1.0 nm; initial current/ohmic: 1.109
time to 1/e of initial field with hopping law: 0.956 tau
Poole-Frenkel optical permittivity assumed: 3.0
Poole-Frenkel barrier lowering: 0.307 eV
Poole-Frenkel emission enhancement: 2.1e+04
Poole-Frenkel barrier-top distance: 3.13 nm
trap depth 2.5 eV, tunnelling mass 0.3 m_e, attempt rate 1e+13 1/s
trap tunnelling time through interlayer: 1.9e+06 s
coercive-field spread assumed: 0.25 MV/cm
back-switched charge, stored state: 0.044 uC/cm2
back-switched charge, opposite state: 0.348 uC/cm2
opposite-state field after back-switching: 0.406 MV/cm
shift reduction, same charge 0.5 nm inside interlayer: 10 %
loop duration 1 ms; duration/tau: 4.9e-06
tau at 298 K for activation energy 0.5 eV: 5322 s
```
